# Why Brewster-angle infrared transmission through silicon suppresses interference fringes: test program

```python
# Result under test: a parallel-faced transparent wafer of index n transmits
# p-polarised light without interference fringes at the angle arctan(n),
# while a thin absorbing surface layer still gives a first-order band.
# Symbols: nu wavenumber (1/cm), theta angle in air, R face reflectance,
# d wafer thickness (cm), h layer thickness (cm), L largest path difference
# of the interferometer (cm). Time factor exp(-i omega t), so Im eps > 0 absorbs.
import numpy as np
from scipy.optimize import brentq
from scipy.signal import fftconvolve, find_peaks

n_si = 3.42            # rough index of silicon in the mid infrared
dn_dT = 1.7e-4         # rough thermo-optic coefficient, 1/K
expansion = 2.6e-6     # rough linear thermal expansion, 1/K
d_wafer = 250e-4       # cm
L = 0.25               # cm
drift = 1.0            # K
nu0, gamma, strength, eps_inf = 2100.0, 10.0, 0.01, 2.0
h = 0.15e-7            # cm
step = 0.1
nu = nu0 + step * np.arange(-3450, 3451)
offset = step * np.arange(-3000, 3001)
kernel = np.sinc(L * offset)**2   # line shape of triangular apodisation
kernel /= kernel.sum()


def normal_k_and_ratio(eps_x, eps_z, s, pol):
    """Normal wavevector / vacuum wavevector, and ratio of tangential fields."""
    if pol == "p":
        k = np.sqrt(eps_x * (1 - s**2 / eps_z) + 0j)
        return k, k / eps_x
    k = np.sqrt(eps_x - s**2 + 0j)
    return k, k


def stack(wavenumber, theta, layers, pol="p", eps_in=1.0, eps_out=1.0):
    """Reflection amplitude and transmittance from continuity of the fields."""
    s = np.sin(theta)   # conserved tangential wavevector, set by angle in air
    z_in = normal_k_and_ratio(eps_in, eps_in, s, pol)[1]
    z_out = normal_k_and_ratio(eps_out, eps_out, s, pol)[1]
    f, g = 1.0 + 0j, z_out
    for eps_x, eps_z, thickness in reversed(layers):
        k, z = normal_k_and_ratio(eps_x, eps_z, s, pol)
        phase = 2 * np.pi * wavenumber * thickness * k
        c, si = np.cos(phase), np.sin(phase)
        f, g = c * f - 1j * si / z * g, -1j * z * si * f + c * g
    t = 2 / (f + g / z_in)
    r = (f - g / z_in) / (f + g / z_in)
    return r, np.real(z_out) / np.real(z_in) * np.abs(t)**2


def wafer(theta, pol="p", n=n_si, d=d_wafer, film=None):
    layers = [(n**2, n**2, d)]
    if film is not None:
        layers = [film] + layers + [film]
    return stack(nu, theta, layers, pol)[1]


def record(spectrum):
    return fftconvolve(spectrum, kernel, mode="valid")


def absorbance(sample, reference):
    return -np.log10(record(sample) / record(reference))


def false_signal(beam):
    """Half peak-to-peak absorbance made by warming; beam(n, d) is a spectrum."""
    warm = beam(n_si + dn_dT * drift, d_wafer * (1 + expansion * drift))
    return np.ptp(absorbance(warm, beam(n_si, d_wafer))) / 2


def fresnel_R(theta, pol, n=n_si):
    inside = np.arcsin(np.sin(theta) / n)
    a, b = np.cos(theta), np.cos(inside)
    r = (n*a - b) / (n*a + b) if pol == "p" else (a - n*b) / (a + n*b)
    return r**2


def optical_path(theta, n=n_si, d=d_wafer):
    return 2 * n * d * np.cos(np.arcsin(np.sin(theta) / n))


deg = np.pi / 180
theta_B = np.arctan(n_si)
theta_in = np.arcsin(np.sin(theta_B) / n_si)

# Zero of reflection located from the field equations, at both faces
face = lambda th, pol="p": np.real(stack(nu0, th, [], pol, 1.0, n_si**2)[0])
root = brentq(face, 60 * deg, 85 * deg, xtol=1e-13)
assert abs(root - theta_B) < 1e-10
assert abs(stack(nu0, root, [], "p", n_si**2, 1.0)[0]) < 1e-10
assert abs(root + np.arcsin(np.sin(root) / n_si) - np.pi / 2) < 1e-10

# Dipole radiation pattern predicts the ratio of p to s reflection
for th in np.array([20, 45, 65, 80]) * deg:
    ti = np.arcsin(np.sin(th) / n_si)
    dipole = np.array([np.cos(ti), -np.sin(ti)])
    reflected = np.array([np.sin(th), -np.cos(th)])
    incident = np.array([np.sin(th), np.cos(th)])
    across = lambda v: abs(dipole[0] * v[1] - dipole[1] * v[0])
    ratio = across(reflected) / across(incident)
    assert abs(ratio - abs(face(th) / face(th, "s"))) < 1e-10

# Fringe formula against the field equations, several angles
for th in (0.0, 45 * deg, theta_B, 80 * deg):
    for pol in "ps":
        R = fresnel_R(th, pol)
        delta = 2 * np.pi * nu * optical_path(th)
        airy = 1 / (1 + 4 * R / (1 - R)**2 * np.sin(delta / 2)**2)
        assert np.max(abs(airy - wafer(th, pol))) < 1e-8
for d in (3e-4, 97e-4, 250e-4, 725e-4):
    assert np.max(abs(wafer(theta_B, d=d) - 1)) < 1e-10

# Spacing and depth of the s fringes at the same angle
T_s = wafer(theta_B, "s")
peaks = nu[find_peaks(T_s)[0]]
spacing = 1 / optical_path(theta_B)
assert abs((peaks[-1] - peaks[0]) / (len(peaks) - 1) / spacing - 1) < 1e-3
R_s = ((n_si**2 - 1) / (n_si**2 + 1))**2
assert abs(T_s.min() - ((1 - R_s) / (1 + R_s))**2) < 1e-3

# Angular slope of the reflection amplitude
slope = (n_si**4 - 1) / (2 * n_si**3)
slope_num = (face(theta_B + 1e-5) - face(theta_B - 1e-5)) / 2e-5
assert abs(slope_num + slope) < 1e-6

# Loss in a thin layer: in-plane and normal absorption, front or back face
eps_film = eps_inf + strength * nu0**2 / (nu0**2 - nu**2 - 1j * gamma * nu)
cB, sB = np.cos(theta_B), np.sin(theta_B)


def layer_terms(ex, ez):
    q = 2 * np.pi * nu * h
    return q * np.imag(ex) * cB, q * np.imag(-1 / ez) * sB**2 / cB


bulk = (n_si**2, n_si**2, d_wafer)
flat = eps_inf + 0 * nu
for ex, ez in ((eps_film, flat), (flat, eps_film), (eps_film, eps_film)):
    predicted = sum(layer_terms(ex, ez))
    for layers in ([(ex, ez, h), bulk], [bulk, (ex, ez, h)]):
        loss = 1 - stack(nu, theta_B, layers)[1]
        assert np.max(abs(loss - predicted)) < 5e-3 * predicted.max()

# Instrument filter on fringes at normal incidence
R_0 = fresnel_R(0.0, "p")


def relative_fringe(spectrum):
    y = record(spectrum)
    return np.ptp(y) / 2 / y.mean()


filter_0 = 1 - optical_path(0.0) / L
fringe_250 = relative_fringe(wafer(0.0))
fringe_500 = relative_fringe(wafer(0.0, d=500e-4))
assert abs(fringe_250 / (2 * R_0 * filter_0) - 1) < 0.01
assert optical_path(0.0, d=500e-4) > L and fringe_500 < 1e-3

# False absorbance after warming; 5 % allows for the higher-order terms of
# the logarithm and for the growth of the phase drift across the window
def drift_phase(theta):
    warm = optical_path(theta, n_si + dn_dT*drift, d_wafer*(1 + expansion*drift))
    return 2 * np.pi * nu0 * (warm - optical_path(theta))


noise = {}
for label, th in (("normal", 0.0), ("B", theta_B), ("B+1", theta_B + deg),
                  ("B-1", theta_B - deg), ("B+3", theta_B + 3 * deg)):
    noise[label] = false_signal(lambda n, d: wafer(th, "p", n, d))
    if label != "B":
        estimate = (2 * fresnel_R(th, "p") * (1 - optical_path(th) / L)
                    * drift_phase(th) / np.log(10))
        assert abs(noise[label] / estimate - 1) < 0.05


def mixed(s_part):
    return lambda n, d: ((1 - s_part) * wafer(theta_B, "p", n, d)
                         + s_part * wafer(theta_B, "s", n, d))


noise_s, noise_unpol = false_signal(mixed(1.0)), false_signal(mixed(0.5))
noise_leak = false_signal(mixed(0.01))


def cone(count, half=3 * deg):
    angles = theta_B + half * ((np.arange(count) + 0.5) * 2 / count - 1)
    return lambda n, d: sum(wafer(a, "p", n, d) for a in angles) / count


noise_cone, noise_cone_fine = false_signal(cone(24)), false_signal(cone(48))
assert abs(noise_cone / noise_cone_fine - 1) < 0.05

# The band: vibration on against vibration off, layer on both faces
on, off = (eps_film, eps_film, h), (flat, flat, h)
band = absorbance(wafer(theta_B, film=on), wafer(theta_B, film=off))
band_normal = absorbance(wafer(0.0, film=on), wafer(0.0, film=off))
warm_sample = wafer(theta_B, "p", n_si + dn_dT * drift,
                    d_wafer * (1 + expansion * drift), on)
band_warm = absorbance(warm_sample, wafer(theta_B, film=off))
band_error = np.max(abs(band_warm - band))
assert band_error < 0.01 * band.max()
assert noise["normal"] > band_normal.max() and noise["B+1"] < band.max()
assert noise_cone_fine < band.max() and noise_leak < band.max()
in_plane, normal_part = layer_terms(eps_film, eps_film)
total = in_plane + normal_part
top = np.argmax(total)

# Effects left out of the ideal statement
oxide = (2.5, 2.5, 20e-7)
R_oxide = abs(stack(nu0, theta_B, [oxide], "p", 1.0, n_si**2)[0])**2
noise_oxide = false_signal(lambda n, d: wafer(theta_B, "p", n, d, oxide))
alpha = 1.0
n_lossy = n_si + 1j * alpha / (4 * np.pi * nu0)
R_lossy = abs(stack(nu0, theta_B, [], "p", 1.0, n_lossy**2)[0])**2
skew = 3 * deg
k_skew = np.array([sB * np.cos(skew), np.sin(skew), cB * np.cos(skew)])
s_axis = np.cross([0, 0, 1], k_skew)
s_axis /= np.linalg.norm(s_axis)
skew_s = np.dot(s_axis, [cB, 0, -sB])**2
shift_disp = (np.arctan(n_si + 0.02) - theta_B) / deg
shift_hot = (np.arctan(n_si + dn_dT * 280) - theta_B) / deg

print(f"silicon index (rough): {n_si:.2f}; wafer: {d_wafer*1e4:.0f} um")
print(f"Brewster angle: {theta_B/deg:.2f} deg; inside: {theta_in/deg:.2f} deg")
print(f"face reflectance, normal incidence: {R_0:.4f}")
print(f"face reflectance, s light at Brewster: {R_s:.4f}")
print(f"s transmittance at Brewster, lowest: {((1-R_s)/(1+R_s))**2:.4f}")
print(f"lowest transmittance, normal incidence: {((1-R_0)/(1+R_0))**2:.4f}")
print(f"fringe spacing, normal: {1/optical_path(0.0):.2f} cm^-1")
print(f"fringe spacing, Brewster: {spacing:.2f} cm^-1")
print(f"slope of |r_p| at Brewster: {slope:.3f} per rad")
for a in (-1, 1, 3):
    print(f"R_p at Brewster {a:+d} deg: {fresnel_R(theta_B+a*deg,'p'):.2e}")
print(f"R_p from slope at 1 deg: {(slope*deg)**2:.2e}")
print(f"largest path difference L: {L:.2f} cm")
print(f"fringe path, normal, 250 um: {optical_path(0.0):.4f} cm")
print(f"fringe path, normal, 500 um: {optical_path(0.0,d=500e-4):.4f} cm")
print(f"instrument factor, normal, 250 um: {filter_0:.3f}")
print(f"recorded relative fringe amplitude, 250 um: {fringe_250:.3f}")
print(f"recorded relative fringe amplitude, 500 um: {fringe_500:.1e}")
print(f"rough dn/dT: {dn_dT:.1e} /K; expansion: {expansion:.1e} /K")
print(f"warming: {drift:.1f} K; phase drift, normal: {drift_phase(0.0):.3f} rad")
print(f"layer: {h*1e7:.2f} nm per face, eps_inf {eps_inf:.1f}, S {strength:.2f}")
print(f"oscillator: {nu0:.0f} cm^-1, width {gamma:.0f} cm^-1")
print(f"one-face loss peak: {total[top]:.2e} at {nu[top]:.1f} cm^-1")
print(f"  in-plane part: {in_plane[top]:.2e}; normal: {normal_part[top]:.2e}")
print(f"two-face peak before instrument: {2*total[top]/np.log(10):.2e} absorbance")
print(f"recorded band peak, Brewster p: {band.max():.2e} absorbance")
print(f"recorded band peak, normal: {band_normal.max():.2e} absorbance")
print("False fringe amplitude after warming (absorbance):")
print(f"  normal incidence: {noise['normal']:.2e}")
print(f"  Brewster, p: {noise['B']:.1e}")
print(f"  Brewster -1 deg, p: {noise['B-1']:.2e}")
print(f"  Brewster +1 deg, p: {noise['B+1']:.2e}")
print(f"  Brewster +3 deg, p: {noise['B+3']:.2e}")
print(f"  Brewster, s: {noise_s:.2e}; unpolarised: {noise_unpol:.2e}")
print(f"  Brewster, 1 % s leakage: {noise_leak:.2e}")
print(f"  in-plane spread +-3 deg, p: {noise_cone_fine:.2e}")
print(f"    shift on doubling angles: {noise_cone_fine-noise_cone:.1e}")
print(f"  20 nm oxide (eps 2.5) on both faces, p: {noise_oxide:.2e}")
print(f"false/band ratio, normal: {noise['normal']/band_normal.max():.1f}")
print(f"false/band ratio, Brewster +1 deg: {noise['B+1']/band.max():.3f}")
print(f"largest band error from warming, Brewster: {band_error:.1e} absorbance")
print(f"face reflectance with 20 nm oxide: {R_oxide:.2e}")
print(f"R_p with bulk absorption {alpha:.0f} cm^-1: {R_lossy:.1e}")
print(f"s fraction of a ray skewed by 3 deg: {skew_s:.1e}")
print(f"Brewster shift, index +0.02: {shift_disp:.3f} deg")
print(f"Brewster shift, wafer 280 K hotter: {shift_hot:.3f} deg")
print(f"beam footprint stretch at Brewster: {1/cB:.2f}")
print("checks complete")
```

Printed output:

```
silicon index (rough): 3.42; wafer: 250 um
Brewster angle: 73.70 deg; inside: 16.30 deg
face reflectance, normal incidence: 0.2998
face reflectance, s light at Brewster: 0.7098
s transmittance at Brewster, lowest: 0.0288
lowest transmittance, normal incidence: 0.2902
fringe spacing, normal: 5.85 cm^-1
fringe spacing, Brewster: 6.09 cm^-1
slope of |r_p| at Brewster: 1.698 per rad
R_p at Brewster -1 deg: 8.23e-04
R_p at Brewster +1 deg: 9.38e-04
R_p at Brewster +3 deg: 9.71e-03
R_p from slope at 1 deg: 8.78e-04
largest path difference L: 0.25 cm
fringe path, normal, 250 um: 0.1710 cm
fringe path, normal, 500 um: 0.3420 cm
instrument factor, normal, 250 um: 0.316
recorded relative fringe amplitude, 250 um: 0.190
recorded relative fringe amplitude, 500 um: 8.3e-07
rough dn/dT: 1.7e-04 /K; expansion: 2.6e-06 /K
warming: 1.0 K; phase drift, normal: 0.118 rad
layer: 0.15 nm per face, eps_inf 2.0, S 0.01
oscillator: 2100 cm^-1, width 10 cm^-1
one-face loss peak: 3.99e-04 at 2104.8 cm^-1
  in-plane part: 6.08e-05; normal: 3.38e-04
two-face peak before instrument: 3.47e-04 absorbance
recorded band peak, Brewster p: 3.10e-04 absorbance
recorded band peak, normal: 2.09e-04 absorbance
False fringe amplitude after warming (absorbance):
  normal incidence: 1.01e-02
  Brewster, p: 1.5e-10
  Brewster -1 deg, p: 3.06e-05
  Brewster +1 deg, p: 3.50e-05
  Brewster +3 deg, p: 3.63e-04
  Brewster, s: 3.03e-02; unpolarised: 3.85e-03
  Brewster, 1 % s leakage: 4.53e-05
  in-plane spread +-3 deg, p: 5.06e-05
    shift on doubling angles: 1.7e-07
  20 nm oxide (eps 2.5) on both faces, p: 1.65e-05
false/band ratio, normal: 48.3
false/band ratio, Brewster +1 deg: 0.113
largest band error from warming, Brewster: 8.7e-09 absorbance
face reflectance with 20 nm oxide: 4.17e-04
R_p with bulk absorption 1 cm^-1: 2.6e-11
s fraction of a ray skewed by 3 deg: 2.3e-04
Brewster shift, index +0.02: 0.090 deg
Brewster shift, wafer 280 K hotter: 0.212 deg
beam footprint stretch at Brewster: 3.56
checks complete
```
